\section*{Local energy density in a voltage-biased diffusive wire}

\section*{The wire and its description}

A uniform metallic wire of length $L$ joins two large reservoirs, both at temperature $T$. Electrons in the left reservoir have electrochemical potential $eV>0$, those in the right one $0$, with $e>0$. Write $s=x/L$ for the position, and let $E$ be the total energy of an electron, electrostatic part included. The occupation $f(x,E)$ equals $F(E-eV)$ at $s=0$ and $F(E)$ at $s=1$, where
\begin{equation}
F(\epsilon)=\frac{1}{e^{\epsilon/kT}+1}.
\end{equation}

The mean free path is much shorter than $L$, so the electrons diffuse. The density of states $\nu$ (both spins, per energy and volume) and the diffusivity $D$ are taken as constant over the few $eV$ and $kT$ around the Fermi level that matter. Elastic scattering conserves $E$. Electrons may collide with each other, but exchange no energy with phonons or any other bath. In the steady state
\begin{equation}
D\,\frac{\partial^2 f}{\partial x^2}+I[f]=0, \label{kin}
\end{equation}
where $I[f]$ is the rate of change of $f$ by electron-electron collisions.

Let $\theta$ be the unit step function. The local potential $\mu(x)$ is the level to which the electrons present would fill the states at zero temperature, and $u(x)$ is their excitation energy per volume above that filled sea:
\begin{align}
0&=\int [f-\theta(\mu-E)]\,dE, \label{mudef}\\
u&=\nu\int (E-\mu)[f-\theta(\mu-E)]\,dE. \label{udef}
\end{align}
The interaction energy of the electrons is not counted in $u$. Integrals without limits run over all energies; deep states are full and contribute nothing.

\section*{(a) Which moments of $f$ do collisions leave alone?}

\emph{Show that two moments of $f$ are linear in $x$ for any strength of the collisions, and find $\mu(x)$.}

\textbf{Solution.} In a collision, electrons at $E$ and $E'$ go to $E+\omega$ and $E'-\omega$. Let $R(E,E',\omega)$ be the rate of such events per volume and energy intervals. Each event removes two electrons and adds two, so for any function $\varphi(E)$
\begin{equation}
\nu\!\int\!\varphi I\,dE=\!\int\! R\,[\varphi(E+\omega)+\varphi(E'-\omega)-\varphi(E)-\varphi(E')]\,dE\,dE'\,d\omega .
\end{equation}
The bracket vanishes for $\varphi=1$ (number) and for $\varphi=E$ (energy), whatever $R$ is. Now define moments relative to a sea that does not depend on $x$:
\begin{equation}
N=\int[f-\theta(-E)]\,dE,\qquad M=\int E\,[f-\theta(-E)]\,dE .
\end{equation}
Since $\theta(-E)$ is independent of $x$, Eq.~\eqref{kin} gives $N''=-\int I\,dE/D=0$ and $M''=-\int E\,I\,dE/D=0$. Both moments are linear in $x$ and are fixed by their end values.

For the end values we need a Fermi function centred at $a$. First take $a=0$. Because $F(-\epsilon)=1-F(\epsilon)$, the function $F(\epsilon)-\theta(-\epsilon)$ is odd, so its integral is zero. Its first moment is
\begin{equation}
q\equiv\int\epsilon\,[F(\epsilon)-\theta(-\epsilon)]\,d\epsilon
=2\int_0^\infty\frac{\epsilon\,d\epsilon}{e^{\epsilon/kT}+1}.
\end{equation}
With $y=\epsilon/kT$ and $1/(e^y+1)=\sum_{n\ge1}(-1)^{n+1}e^{-ny}$, each term integrates to $1/n^2$. The alternating sum is the full sum $\pi^2/6$ minus twice its even part, $2\cdot\frac14\cdot\frac{\pi^2}{6}$, which leaves $\pi^2/12$. Hence
\begin{equation}
q=\frac{\pi^2(kT)^2}{6}. \label{q}
\end{equation}
For general $a$, write $\theta(-E)=\theta(a-E)-[\theta(a-E)-\theta(-E)]$. The last bracket is $1$ on $0<E<a$ if $a>0$, and $-1$ on $a<E<0$ if $a<0$. In both cases its integral is $a$ and its first moment is $a^2/2$. With $E=\epsilon+a$ in the remaining part,
\begin{align}
\int[F(E-a)-\theta(-E)]\,dE&=a, \label{m0}\\
\int E\,[F(E-a)-\theta(-E)]\,dE&=q+\frac{a^2}{2}. \label{m1}
\end{align}
The left end has $a=eV$ and the right end $a=0$. The linear profiles are therefore
\begin{equation}
N=(1-s)\,eV,\qquad M=q+(1-s)\frac{(eV)^2}{2}. \label{NM}
\end{equation}
By definition \eqref{mudef}, $N=\int[\theta(\mu-E)-\theta(-E)]\,dE=\mu$, so
\begin{equation}
\mu=(1-s)\,eV. \label{mu}
\end{equation}

\section*{(b) The energy density at any collision strength}

\emph{Find $u(x)$ without solving for $f$, and interpret its curvature.}

\textbf{Solution.} The term with $-\mu$ in Eq.~\eqref{udef} vanishes by Eq.~\eqref{mudef}. What remains is the energy above the local sea. It follows from $M$ by removing the energy of the filled strip between the fixed and the local sea:
\begin{equation}
\frac{u}{\nu}=\int E[f-\theta(\mu-E)]\,dE=M-\int_0^\mu E\,dE=M-\frac{\mu^2}{2}.
\end{equation}
With Eqs.~\eqref{NM} and \eqref{mu}, and $(1-s)-(1-s)^2=s(1-s)$,
\begin{equation}
u=\nu\left[\frac{\pi^2(kT)^2}{6}+\frac{s(1-s)}{2}(eV)^2\right]. \label{main}
\end{equation}
The collision rate does not appear. Collisions redistribute energy among the electrons at a point, and with constant $D$ this does not change how fast the total diffuses away. If the reservoirs have different temperatures, the linear interpolation of $M$ replaces $(kT)^2$ by $(1-s)(kT_L)^2+s(kT_R)^2$.

Since $d^2[s(1-s)]/dx^2=-2/L^2$, the profile obeys
\begin{equation}
D\,\frac{d^2u}{dx^2}=-\nu D\frac{(eV)^2}{L^2}=-\sigma\frac{V^2}{L^2},\qquad \sigma=e^2\nu D. \label{joule}
\end{equation}
Here $\sigma$ is the conductivity: the particle current density is $-\nu D\,d\mu/dx=\nu D\,eV/L$, and multiplying by $e$ gives $\sigma V/L$. The right side of Eq.~\eqref{joule} is minus the Joule power density. Joule heat is thus fed into the electrons uniformly and diffuses to the ends, even where $f$ has no temperature.

\section*{(c) No electron-electron collisions}

\emph{Find $f$ for $I=0$ and obtain $u$ directly from it.}

\textbf{Solution.} Equation \eqref{kin} makes $f$ linear in $x$ at each energy:
\begin{equation}
f_0=(1-s)F(E-eV)+sF(E). \label{two}
\end{equation}
For $eV\gg kT$ this has two steps, with a plateau of height $1-s$ between them. An electron keeps the energy with which it left its reservoir. Of the diffusive paths that reach $x$ at a given energy, occupied or not, a fraction $1-s$ starts at the left end and a fraction $s$ at the right end; these are the weights of the two reservoir occupations.

Measured from $\mu$, the steps lie at $a_1=eV-\mu=s\,eV$ and $a_2=-\mu=-(1-s)eV$. The weights $1-s$ and $s$ add to one, so $\theta(\mu-E)$ can be shared between the steps. Equation \eqref{m1}, with energies measured from $\mu$, then gives
\begin{align}
\frac{u}{\nu}&=q+\tfrac12\left[(1-s)a_1^2+s\,a_2^2\right]\nonumber\\
&=q+\tfrac12 s(1-s)\left[s+(1-s)\right](eV)^2 .
\end{align}
This is Eq.~\eqref{main}. The bias part is half the variance of the step position.

\section*{(d) Strong electron-electron collisions}

\emph{Find $f$ when collisions are very frequent, and compare with (c).}

\textbf{Solution.} As the collision rate grows, $I=-D\,\partial^2f/\partial x^2$ must stay finite, so to leading order $f$ is a distribution on which collisions have no net effect. Let $A$ and $B$ be the rates of an event and its reverse. They share one matrix element, so $A/B$ is the ratio of the occupation factors. Entropy is produced at a rate proportional to $(A-B)\ln(A/B)\ge0$, summed over events, and without net change every term must vanish. With $g=\ln[(1-f)/f]$, the condition $A=B$ reads
\begin{equation}
g(E+\omega)-g(E)=g(E')-g(E'-\omega).
\end{equation}
The increment of $g$ over $\omega$ is thus the same at every energy, and a smooth $g$ is linear in $E$. Hence $f$ is a Fermi function with its own temperature $T_e$. By Eq.~\eqref{m0} its centre is $\mu$, and by Eq.~\eqref{q} its energy density is $u=\nu\pi^2(kT_e)^2/6$. Equating this to Eq.~\eqref{main} gives
\begin{equation}
(kT_e)^2=(kT)^2+\frac{3}{\pi^2}\,s(1-s)(eV)^2. \label{Te}
\end{equation}
At each $x$ the two-step and hot-electron distributions therefore have the same energy density, for the same reservoirs and bias. At the midpoint and $eV\gg kT$, $kT_e\to\sqrt3\,eV/2\pi\approx0.28\,eV$. The two-step function there is a plateau at $1/2$ of width $eV$, while the Fermi function falls smoothly and has tails beyond the plateau edges. At $V=0$ both reduce to $F(E)$.

\section*{(e) Quantities that distinguish the two states}

\emph{Compare the entropy and the current noise.}

\textbf{Solution.} The entropy density is $k\nu\int h(f)\,dE$ with $h(f)=-f\ln f-(1-f)\ln(1-f)$. Since $h$ is concave, it lies below its tangent at the Fermi function $f_h$ of part (d), whose slope is $h'(f_h)=\ln[(1-f_h)/f_h]=(E-\mu)/kT_e$. Therefore
\begin{equation}
\int h(f_0)\,dE\le\int h(f_h)\,dE+\int\frac{E-\mu}{kT_e}(f_0-f_h)\,dE .
\end{equation}
The last integral is zero because the energies are equal. For $V\neq0$ and $0<s<1$ the shapes differ and the inequality is strict: the two-step state has less entropy.

For the noise, elastic scattering at energy $E$ takes an electron from a filled to an empty state, so its random events occur at a rate proportional to $f(1-f)$. Define a local noise temperature by
\begin{equation}
kT_N=\int f(1-f)\,dE .
\end{equation}
For a Fermi function, $f(1-f)=-kT_e\,\partial f/\partial E$, so $T_N=T_e$. The thermal noise $4kTG$ of a conductance $G$ in equilibrium thus fixes the prefactor. At low frequency and fixed voltage the current fluctuation is the average of the independent local ones along the wire, so the spectral density is $S=4G\int_0^1kT_N\,ds$.

In the free case set $F_1=F(E-eV)$ and $F_2=F(E)$. Expanding $f_0(1-f_0)$ gives
\begin{multline}
(1-s)^2F_1(1-F_1)+s^2F_2(1-F_2)\\
+s(1-s)[F_1(1-F_2)+F_2(1-F_1)].
\end{multline}
The first two products integrate to $kT$ each. The two products in the bracket have the ratio $e^{eV/kT}$ and the difference $F_1-F_2$, so their sum is $(F_1-F_2)\coth(eV/2kT)$, whose integral is $eV\coth(eV/2kT)$. Thus
\begin{equation}
kT_N=[(1-s)^2+s^2]\,kT+s(1-s)\,eV\coth\frac{eV}{2kT}. \label{TN}
\end{equation}

The Fano factor is $S/(2eGV)=(2/eV)\int_0^1kT_N\,ds$. As $T\to0$ the free case gives $2\int_0^1 s(1-s)\,ds=1/3$. The hot case gives $(2\sqrt3/\pi)\int_0^1\sqrt{s(1-s)}\,ds$; the integral is the area of a half disc of radius $1/2$, namely $\pi/8$, so the factor is $\sqrt3/4\approx0.433$.

The order of the two local noise temperatures is not fixed. At the midpoint and $T\to0$, $kT_N/eV$ is $0.25$ in the free and $0.28$ in the hot case. For small $v=eV/kT$, however, $\coth(v/2)\approx2/v+v/6$ turns Eq.~\eqref{TN} into $T_N/T\approx1+v^2/24$, while Eq.~\eqref{Te} gives $1+3v^2/8\pi^2\approx1+v^2/26$. There the free state is slightly noisier.

\section*{(f) When the diffusivity depends on energy}

\emph{Let $D=D_0[1+b(E-\mu)]$, with $\mu$ the potential at the chosen point and $\nu$ constant. Find the energy difference between the limits to first order in $b$.}

\textbf{Solution.} Without collisions, $D(E)\,\partial^2f/\partial x^2=0$ still gives Eq.~\eqref{two}. With collisions, the conserved moments now make $\int D f\,dE$ and $\int E D f\,dE$ linear in $x$ (relative to a fixed sea), with the same end values in both limits. Let $\Delta=f_h-f_0$, $y=E-\mu$ and $A_n=\int y^n\Delta\,dE$. Then
\begin{equation}
A_0+bA_1=0,\qquad A_1+bA_2=0 .
\end{equation}
So $A_1=-bA_2$ and $A_0=b^2A_2$: the number difference is of second order, and the energy difference is $-\nu bA_2$ with $A_2$ taken at $b=0$. The Fermi function contributes nothing to $A_2$, since $y^2$ times an odd function integrates to zero. A step at $a$ contributes
\begin{equation}
\int(z+a)^2[F(z)-\theta(-z)]\,dz+\int_0^a y^2\,dy=2aq+\frac{a^3}{3}.
\end{equation}
The weighted mean of $a$ is zero, so $A_2=-\frac13[(1-s)a_1^3+s\,a_2^3]$ and
\begin{equation}
u_h-u_0=\frac{\nu b}{3}\,s(1-s)(2s-1)(eV)^3. \label{fail}
\end{equation}
The equality thus fails in general, though at this order not at the midpoint, where the steps lie symmetrically about $\mu$. If $D$ depends on kinetic energy, whose zero shifts with the electrostatic potential, the fixed $\mu$ in $D$ is replaced by $\mu(x)$. To first order in $b$, the extra term enters the moment equations only through $N$ and $M$ at $b=0$, which are the same in both limits. At this order it can therefore change each energy density, but not the difference \eqref{fail}.

\section*{(g) A zinc wire}

\emph{Evaluate the results for a normal-state zinc wire with $L=1\,\mu$m and cross-section $A=100\times50$ nm$^2$, at $T=1.5$ K and $V=1$ mV. Which limit is it near, and what does phonon cooling change?}

\textbf{Solution.} Rough typical values are an electron density $n=1.3\times10^{23}$ cm$^{-3}$ and $D=100$ cm$^2$/s. The free-electron model gives $E_F=\hbar^2(3\pi^2n)^{2/3}/2m=9.36$ eV and $\nu=3n/2E_F=20.8$ eV$^{-1}$nm$^{-3}$. With $kT=0.129$ meV, the two terms of Eq.~\eqref{main} at the midpoint are
\begin{align}
\nu\pi^2(kT)^2/6&=0.573\ \mu\mathrm{eV/nm^3},\\
\nu(eV)^2/8&=2.605\ \mu\mathrm{eV/nm^3}.
\end{align}
Their sum is $u=3.18\ \mu$eV/nm$^3$, or roughly $500$ J/m$^3$, in both limits; with such rough material values the further digits only serve to check the sum. Equation \eqref{Te} gives $kT_e=0.3045$ meV, that is $T_e=3.53$ K. An error in $\nu$ rescales $u$ but leaves $T_e$ unchanged. The midpoint occupations from Eq.~\eqref{two} and from the Fermi function are:
\begin{center}
\begin{tabular}{lccc}
$E-\mu$ (meV) & 0.25 & 0.50 & 1.00\\
two-step & 0.438 & 0.250 & 0.010\\
hot & 0.306 & 0.162 & 0.036
\end{tabular}
\end{center}
The two-step state holds more electrons at moderate energies, the hot state more at high ones. Numerical integration gives the two-step state $0.949$ of the hot state's entropy. The midpoint noise temperatures are $3.65$ K (two-step) and $3.53$ K (hot), but at $s=0.25$ they are $3.12$ and $3.15$ K: at $eV/kT=7.7$ the order depends on position. The wire averages, $2.94$ and $2.96$ K, hardly separate the states.

To see which limit applies, compare the diffusion time $L^2/D=0.10$ ns with a rough collision time $\tau_{ee}\sim\hbar\nu A\sqrt{\hbar D/eV}$. This takes $\hbar/\tau_{ee}$ as the level spacing in the stretch of wire that an electron explores in the time $\hbar/eV$. That stretch, $\sqrt{\hbar D/eV}=81$ nm, is comparable to the width of the wire, so the estimate holds only to order of magnitude. It gives $5.6$ ns, so the wire is near the two-step limit, provided it is free of magnetic impurities, which can speed up the energy exchange; the hot state is a comparison at the same length and bias.

Real wires also lose heat to phonons. For hot electrons take the loss $\Sigma(T_e^5-T^5)$ with a rough $\Sigma=10^9$ W\,m$^{-3}$K$^{-5}$. At the midpoint this is $1.6\%$ of the Joule power density $\sigma V^2/L^2=3.3\times10^{13}$ W/m$^3$. The power law follows if phonons of energy $\omega$ couple with strength $\omega^2$, which makes the loss proportional to
\begin{equation}
\int_0^\infty\!\omega^3\Big[\int f(E+\omega)[1-f(E)]\,dE-\frac{\omega}{e^{\omega/kT}-1}\Big]d\omega .
\end{equation}
Summed on an energy grid for the two-step function, this is $0.44$ of the hot value, or $0.7\%$ of the Joule power. Equal energy densities thus do not imply equal cooling. Where cooling takes at most a fraction $r$ of the Joule power, the source in Eq.~\eqref{joule} falls by at most that fraction, and so does the bias part of $u$. With these values that is at most $1.6\%$ in the hot limit.

Two other corrections are smaller or comparable. If $D$ is proportional to kinetic energy, $b=1/E_F$, and Eq.~\eqref{fail} gives a relative difference of $-3\times10^{-5}$ at $s=0.25$. The mean free path $3D/v_F$, with $v_F=\sqrt{2E_F/m}$, is $17$ nm, or $1.7\%$ of $L$. Zinc becomes superconducting near $0.85$ K, which is why the bath is warmer; pairing fluctuations are left out. Heating of the reservoirs is also left out, and it need not be small. The wire dissipates about $0.17\ \mu$W, enough to warm contact films as thin as the wire well above $1.5$ K. The numbers here therefore assume reservoirs much thicker than the wire, which stay close to the bath temperature.

A longer wire favours collisions, and the two times match at $L\approx7.5\ \mu$m. This length only marks where collisions begin to reshape $f$; with the usual exchange kernel $\propto\omega^{-3/2}$ of a narrow wire, the midpoint shape has there moved less than a fifth of the way from two steps to the Fermi function, and covering nine tenths of the way takes a wire roughly six to nine times longer. At fixed bias the Joule power density falls as $1/L^2$, so the ratio of phonon cooling to Joule power, estimated with the hot-electron formula, is already about $0.9$ at the midpoint at the matching length. That figure uses the uncooled $T_e$ of Eq.~\eqref{Te} and overstates the loss; with the cooling included in the temperature profile it is about $0.4$ there and above $0.8$ at three times that length. At 1 mV this wire therefore has no length at which it is both a hot-electron system and free of phonon cooling. For $eV\gg kT$ the ratio at any fixed multiple of the matching length scales as $V^5\cdot L^2/V^2$ with $L^2\propto D\tau_{ee}\propto V^{-1/2}$, hence as $V^{5/2}$, and a sufficiently low bias with a colder bath opens such a window; at ten times the matching length a ratio of $5\%$ needs about $0.06$ mV. The exponent assumes the $T^5$ law. At the resulting $T_e$ of a few tenths of a kelvin the thermal phonon wavelength far exceeds the mean free path and the power may differ; a $T^p$ law gives $V^{p-5/2}$. In zinc a bath below the transition would also require a magnetic field to keep the metal normal.

All numerical values are calculated from the stated model.
